# Reconstructing a lossless interferometer from single-photon rates and two-photon visibilities: a numerical check

```python
# RESULT UNDER TEST: a lossless m-port unitary U[output, input] without zero
# entries follows, up to external phases and complex conjugation, from
# single-photon rates eta_j |U_jk|^2 kappa_k and two-photon visibilities
#   V = (C - Q)/C = -2 cos(beta) / (x + 1/x),
# C, Q  : coincidence rates of distinguishable / identical photons
# x     : |U_gh U_jk| / |U_gk U_jh|   (outputs g,j; inputs h,k)
# beta  : theta_gh + theta_jk - theta_gk - theta_jh, theta = arg U
# Gauge : first row and first column of U are positive.
import numpy as np
from itertools import combinations, combinations_with_replacement
from scipy.linalg import expm, logm

rng = np.random.default_rng(7)


def gauge(matrix):
    g = matrix * np.exp(-1j * np.angle(matrix[:, :1]))
    return g * np.exp(-1j * np.angle(g[:1, :]))


def errors(found, true):
    """RMS entry error and largest phase error (deg), best of U and U*."""
    f, t = gauge(found), gauge(true)
    options = []
    for c in (f, f.conj()):
        rms = np.sqrt(np.mean(abs(c - t) ** 2))
        phase = np.degrees(np.max(abs(np.angle(c * t.conj()))))
        options.append((rms, phase))
    return min(options)


def visibilities(T, overlap=1.0, mu=0.0):
    """overlap: photon indistinguishability; mu: mean pairs per pulse."""
    result = {}
    pairs = list(combinations(range(len(T)), 2))
    for g, j in pairs:
        for h, k in pairs:
            direct, crossed = T[g, h] * T[j, k], T[g, k] * T[j, h]
            same = abs(T[g, h] * T[j, h]) ** 2 + abs(T[g, k] * T[j, k]) ** 2
            base = abs(direct) ** 2 + abs(crossed) ** 2
            base += 2 * mu / (1 + 2 * mu) * same
            cross = (direct * np.conj(crossed)).real
            result[g, j, h, k] = -2 * overlap * cross / base
    return result


def doubly_stochastic(rates):
    s = np.array(rates, float)
    for _ in range(20000):
        s /= s.sum(axis=1, keepdims=True)
        s /= s.sum(axis=0, keepdims=True)
        if np.max(abs(s.sum(axis=1) - 1)) < 1e-13:
            break
    return s


def reconstruct(rates, vis):
    m = len(rates)
    r = np.sqrt(doubly_stochastic(rates))
    theta = np.zeros((m, m))
    used, log = {}, []

    def cosine(g, j, h, k):
        key = (min(g, j), max(g, j), min(h, k), max(h, k))
        x = r[g, h] * r[j, k] / (r[g, k] * r[j, h])
        value = -vis[key] * (x + 1 / x) / 2
        used[key] = ((x + 1 / x) / 2, value)
        return np.clip(value, -1, 1)

    def settle(j, k, loops):
        size, misfit = theta[j, k], []
        for sign in (1, -1):
            theta[j, k] = sign * size
            total = 0.0
            for a, b, c, d in loops:
                beta = theta[a, c] + theta[b, d] - theta[a, d] - theta[b, c]
                total += (np.cos(beta) - cosine(a, b, c, d)) ** 2
            misfit.append(total)
        theta[j, k] = size if misfit[0] <= misfit[1] else -size
        log.append((j, k, misfit[0], misfit[1]))

    for j in range(1, m):
        for k in range(1, m):
            theta[j, k] = np.arccos(cosine(0, j, 0, k))
    sizes = theta.copy()
    strength = abs(np.sin(theta[1:, 1:]))
    p, q = np.array(np.unravel_index(np.argmax(strength), strength.shape)) + 1
    rows = [j for j in range(1, m) if j != p]
    cols = [k for k in range(1, m) if k != q]
    for k in cols:
        settle(p, k, [(0, p, q, k)])
    for j in rows:
        settle(j, q, [(p, j, 0, q)])
    for j in rows:
        for k in cols:
            settle(j, k, [(0, j, q, k), (p, j, 0, k), (p, j, q, k)])
    return dict(W=r * np.exp(1j * theta), theta=theta, sizes=sizes,
                used=used, log=log, ref=(p, q), prob=r ** 2)


def nearest_unitary(W):
    left, _, right = np.linalg.svd(W)
    return left @ right


# ---- example device: silicon mesh of three Mach-Zehnder interferometers
wavelength_nm, heater_um, dn_dT = 1550.0, 100.0, 1.8e-4
rad_per_K = 2 * np.pi * dn_dT * heater_um * 1e3 / wavelength_nm
heaters_K = np.array([24.0, 18.0, 20.0, 47.0])  # MZI 1, 2, 3, inner arm


def mesh(temps, loss_dB=(0, 0, 0)):
    phi = rad_per_K * np.asarray(temps)
    coupler = np.array([[1, 1j], [1j, 1]]) / np.sqrt(2)

    def mzi(a, angle, loss):
        T = np.eye(3, dtype=complex)
        block = coupler @ np.diag([np.exp(1j * angle), 1]) @ coupler
        T[a:a + 2, a:a + 2] = 10 ** (-loss / 20) * block
        return T
    arm = np.diag([np.exp(1j * phi[3]), 1, 1])
    return (mzi(0, phi[2], loss_dB[2]) @ mzi(1, phi[1], loss_dB[1])
            @ arm @ mzi(0, phi[0], loss_dB[0]))


U = mesh(heaters_K)
assert np.allclose(U.conj().T @ U, np.eye(3), atol=1e-12)


# ---- visibilities from Hamiltonian evolution in two-photon Fock space
def fock_visibilities(unitary, overlap):
    m = len(unitary)
    n = 2 * m                       # mode = 2*port + internal label
    h = 1j * logm(unitary)
    h = np.kron((h + h.conj().T) / 2, np.eye(2))

    def occupation(a, b):
        occ = [0] * n
        occ[a] += 1
        occ[b] += 1
        return tuple(occ)
    basis = [occupation(a, b)
             for a, b in combinations_with_replacement(range(n), 2)]
    index = {occ: i for i, occ in enumerate(basis)}
    H = np.zeros((len(basis),) * 2, complex)
    for col, occ in enumerate(basis):
        for b in range(n):
            if occ[b] == 0:
                continue
            lowered = list(occ)
            lowered[b] -= 1
            for a in range(n):
                raised = lowered.copy()
                raised[a] += 1
                weight = np.sqrt(occ[b] * raised[a])
                H[index[tuple(raised)], col] += h[a, b] * weight
    evolve = expm(-1j * H)

    def coincidence(g, j, hin, kin, ov):
        state = np.zeros(len(basis), complex)
        state[index[occupation(2 * hin, 2 * kin)]] = np.sqrt(ov)
        state[index[occupation(2 * hin, 2 * kin + 1)]] = np.sqrt(1 - ov)
        out = evolve @ state
        return sum(abs(out[index[occupation(2 * g + s, 2 * j + t)]]) ** 2
                   for s in (0, 1) for t in (0, 1))
    pairs = list(combinations(range(m), 2))
    return {(*o, *i): 1 - coincidence(*o, *i, overlap) / coincidence(*o, *i, 0.0)
            for o in pairs for i in pairs}


vis_fock = fock_visibilities(U, 1.0)
for ov, data in ((1.0, vis_fock), (0.6, fock_visibilities(U, 0.6))):
    formula = visibilities(U, overlap=ov)
    assert max(abs(data[key] - formula[key]) for key in data) < 1e-9

# ---- pair-source visibility against a truncated two-mode squeezed state
mu_test, N = 0.05, 14
ladder = np.diag(np.sqrt(np.arange(1, N)), 1)
ops = [np.kron(ladder, np.eye(N)), np.kron(np.eye(N), ladder)]
psi = np.zeros(N * N)
for n in range(N):
    psi[n * N + n] = np.sqrt(mu_test ** n / (1 + mu_test) ** (n + 1))
formula = visibilities(U, mu=mu_test)
for (g, j, h, k), value in formula.items():
    ag = U[g, h] * ops[0] + U[g, k] * ops[1]
    aj = U[j, h] * ops[0] + U[j, k] * ops[1]
    identical = np.linalg.norm(aj @ (ag @ psi)) ** 2
    separate = sum(abs(U[g, (h, k)[s]] * U[j, (h, k)[t]]) ** 2
                   * np.linalg.norm(ops[t] @ (ops[s] @ psi)) ** 2
                   for s in (0, 1) for t in (0, 1))
    assert abs(1 - identical / separate - value) < 1e-9

# ---- random devices with random port efficiencies and external phases
counts_used, worst_random = {}, 0.0
for m in range(2, 7):
    for _ in range(8):
        z = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
        V0 = np.linalg.qr(z)[0]
        left = rng.uniform(0.3, 1, m) * np.exp(2j * np.pi * rng.random(m))
        right = rng.uniform(0.3, 1, m) * np.exp(2j * np.pi * rng.random(m))
        seen = left[:, None] * V0 * right[None, :]
        rec = reconstruct(abs(seen) ** 2, visibilities(seen))
        worst_random = max(worst_random, errors(rec["W"], V0)[0])
        counts_used[m] = len(rec["used"])
        assert counts_used[m] == (m-1)**2 + 2*(m-2) + 3*(m-2)**2
assert worst_random < 1e-6


# ---- two separate blocks of complex entries in a five-port device
def two_blocks(phase_a, phase_b):
    u = np.array([[0, .6, .8, 0, 0], [0, 0, 0, .6, .8]])
    v = np.array([[0, .8, .6, 0, 0], [0, 0, 0, .8, -.6]])
    w = np.array([[1, 0, 0, 0, 0], [0, .8, -.6, 0, 0], [0, 0, 0, .8, -.6]])
    y = np.array([[1, 0, 0, 0, 0], [0, .6, -.8, 0, 0], [0, 0, 0, .6, .8]])
    mirror = np.eye(3) - 2 * np.ones((3, 3)) / 3
    return (np.exp(1j * phase_a) * np.outer(u[0], v[0])
            + np.exp(1j * phase_b) * np.outer(u[1], v[1]) + w.T @ mirror @ y)


A, B = two_blocks(1.0, 0.7), two_blocks(1.0, -0.7)
for device in (A, B):
    assert np.allclose(device.conj().T @ device, np.eye(5), atol=1e-12)
assert np.allclose(abs(A), abs(B), atol=1e-12)
vis_A, vis_B = visibilities(A), visibilities(B)
edge = max(abs(vis_A[q] - vis_B[q]) for q in vis_A if 0 in (q[0], q[2]))
inner = max(abs(vis_A[q] - vis_B[q]) for q in vis_A if 0 not in (q[0], q[2]))
separation = errors(A, B)[0]
block_error = max(errors(reconstruct(abs(D) ** 2, v)["W"], D)[0]
                  for D, v in ((A, vis_A), (B, vis_B)))
assert edge < 1e-12 and inner > 0.05 and separation > 0.05
assert block_error < 1e-6

# ---- worked reconstruction from Fock-space data
eta = np.array([0.60, 0.75, 0.50])
kappa = np.array([0.30, 0.24, 0.35])
launched_kHz = 1000.0
rates = launched_kHz * eta[:, None] * abs(U) ** 2 * kappa[None, :]
rec = reconstruct(rates, vis_fock)
W = rec["W"]
example_error = errors(W, U)
assert example_error[0] < 1e-6
assert np.allclose(rec["prob"], abs(U) ** 2, atol=1e-10)


def residual(M):
    return np.linalg.norm(M.conj().T @ M - np.eye(len(M)))


last_j, last_k = rec["log"][-1][:2]
flipped = W.copy()
flipped[last_j, last_k] = flipped[last_j, last_k].conj()
assert residual(W) < 1e-6 and residual(flipped) > 0.05


# ---- size of neglected effects
def effect(T, **source):
    found = reconstruct(abs(T) ** 2, visibilities(T, **source))["W"]
    return errors(nearest_unitary(found), U)


overlap, mu, loss, drift_K = 0.98, 0.01, 0.1, 0.5
outer_loss = effect(mesh(heaters_K, (loss, 0, loss)))
assert outer_loss[0] < 1e-6
effects = [
    (f"photon overlap {overlap}", effect(U, overlap=overlap)),
    (f"mean pairs per pulse {mu}", effect(U, mu=mu)),
    (f"loss {loss} dB in each MZI", effect(mesh(heaters_K, (loss,) * 3))),
    (f"all heaters drift {drift_K} K", errors(mesh(heaters_K + drift_K), U))]


def noisy_matrix(coincidences):
    noisy_rates = rng.poisson(100 * coincidences * rates / rates.mean())
    noisy_vis = {key: 1 - rng.poisson(coincidences * (1 - v))
                 / rng.poisson(coincidences) for key, v in vis_fock.items()}
    return reconstruct(noisy_rates, noisy_vis)["W"]


shot = {}
for level in (10 ** 4, 10 ** 6):
    trials = [errors(nearest_unitary(noisy_matrix(level)), U)
              for _ in range(300)]
    shot[level] = np.sqrt(np.mean(np.array(trials) ** 2, axis=0))
shot_ratio = shot[10 ** 4][0] / shot[10 ** 6][0]
assert 8 < shot_ratio < 12

noisy = noisy_matrix(10 ** 4)
polar = nearest_unitary(noisy)
for _ in range(100):
    z = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    rival = expm(1j * rng.uniform(0.001, 0.3) * (z + z.conj().T)) @ polar
    assert np.linalg.norm(noisy - rival) > np.linalg.norm(noisy - polar)


# ---- printed numbers
def row(values, digits=4):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print(f"wavelength {wavelength_nm:.0f} nm, heater length {heater_um:.0f} um")
print(f"thermo-optic coefficient (rough) {dn_dT:.1e} 1/K")
print(f"heater phase per kelvin {np.degrees(rad_per_K):.3f} deg/K")
print("heater rises MZI1, MZI2, MZI3, arm (K):", row(heaters_K, 1))
print("heater phases (deg):", row(np.degrees(rad_per_K * heaters_K), 2))
print("output efficiencies:", row(eta, 2), "| input:", row(kappa, 2))
print(f"launched single-photon rate {launched_kHz:.0f} kHz")
for j in range(3):
    print(f"rates at output {j+1}, inputs 1-3 (kHz):", row(rates[j], 3))
for j in range(3):
    print(f"recovered |U|^2, row {j+1}:", row(rec["prob"][j], 5))
print("outputs; inputs: V, (x+1/x)/2, cos(beta)")
for key in sorted(rec["used"]):
    g, j, h, k = (i + 1 for i in key)
    half, c = rec["used"][key]
    print(f" {g},{j}; {h},{k}: {vis_fock[key]:.5f}  {half:.5f}  {c:.5f}")
for j in (1, 2):
    print(f"phase sizes row {j+1}, columns 2,3 (deg):",
          row(np.degrees(rec["sizes"][j, 1:]), 3))
print("reference entry (row, column):", *(int(i) + 1 for i in rec["ref"]))
for j, k, plus, minus in rec["log"]:
    print(f"entry {j+1},{k+1} squared misfit: + {plus:.2e}, - {minus:.2e}")
for j in (1, 2):
    print(f"signed phases row {j+1}, columns 2,3 (deg):",
          row(np.degrees(rec["theta"][j, 1:]), 3))
for j in range(3):
    print(f"reconstructed U, row {j+1}:",
          "  ".join(f"{v.real:.4f}{v.imag:+.4f}i" for v in W[j]))
print(f"example RMS entry error {example_error[0]:.1e}")
print(f"norm of U^dagger U - 1: correct signs {residual(W):.1e}")
print(f" with entry {last_j+1},{last_k+1} conjugated {residual(flipped):.4f}")
print("visibilities used, m=2..6:", *counts_used.values())
print(f"random devices, worst RMS entry error {worst_random:.1e}")
print(f"two-block pair: max V difference with port 1 {edge:.1e}")
print(f" without port 1 {inner:.4f}; RMS separation {separation:.4f}")
print(f" worst reconstruction RMS error {block_error:.1e}")
print("neglected effect: RMS entry error, largest phase error")
for name, (rms, phase) in effects:
    print(f" {name}: {rms:.4f}, {phase:.2f} deg")
print(f" loss {loss} dB in first and last MZI only: {outer_loss[0]:.1e}")
for level, (rms, phase) in shot.items():
    print(f" {level} baseline coincidences: {rms:.5f}, {phase:.3f} deg (rms)")
print(f"shot-noise error ratio for 100 times more counts {shot_ratio:.2f}")
print("PASS")
```

Printed output:

```
wavelength 1550 nm, heater length 100 um
thermo-optic coefficient (rough) 1.8e-04 1/K
heater phase per kelvin 4.181 deg/K
heater rises MZI1, MZI2, MZI3, arm (K): 24.0  18.0  20.0  47.0
heater phases (deg): 100.34  75.25  83.61  196.49
output efficiencies: 0.60  0.75  0.50 | input: 0.30  0.24  0.35
launched single-photon rate 1000 kHz
rates at output 1, inputs 1-3 (kHz): 81.833  28.345  73.192
rates at output 2, inputs 1-3 (kHz): 64.800  77.984  73.172
rates at output 3, inputs 1-3 (kHz): 38.606  44.390  65.225
recovered |U|^2, row 1: 0.45463  0.19684  0.34854
recovered |U|^2, row 2: 0.28800  0.43325  0.27875
recovered |U|^2, row 3: 0.25737  0.36991  0.37271
outputs; inputs: V, (x+1/x)/2, cos(beta)
 1,2; 1,2: 0.46937  1.20024  -0.56335
 1,2; 1,3: 0.62882  1.00680  -0.63309
 1,2; 2,3: 0.25016  1.13086  -0.28290
 1,3; 1,2: 0.27381  1.18541  -0.32458
 1,3; 1,3: 0.67181  1.05099  -0.70607
 1,3; 2,3: 0.42369  1.04000  -0.44063
 2,3; 1,2: 0.59848  1.00026  -0.59863
 2,3; 1,3: 0.09914  1.02036  -0.10115
 2,3; 2,3: 0.71822  1.02525  -0.73636
phase sizes row 2, columns 2,3 (deg): 124.288  129.279
phase sizes row 3, columns 2,3 (deg): 108.940  134.916
reference entry (row, column): 3 2
entry 3,3 squared misfit: + 1.79e+00, - 1.93e-30
entry 2,2 squared misfit: + 2.44e+00, - 4.45e-30
entry 2,3 squared misfit: + 3.78e-30, - 2.89e+00
signed phases row 2, columns 2,3 (deg): -124.288  129.279
signed phases row 3, columns 2,3 (deg): 108.940  -134.916
reconstructed U, row 1: 0.6743+0.0000i  0.4437+0.0000i  0.5904+0.0000i
reconstructed U, row 2: 0.5367+0.0000i  -0.3708-0.5438i  -0.3343+0.4087i
reconstructed U, row 3: 0.5073+0.0000i  -0.1974+0.5753i  -0.4311-0.4323i
example RMS entry error 1.5e-14
norm of U^dagger U - 1: correct signs 8.9e-14
 with entry 2,3 conjugated 0.9817
visibilities used, m=2..6: 1 9 25 49 81
random devices, worst RMS entry error 9.6e-09
two-block pair: max V difference with port 1 0.0e+00
 without port 1 1.6974; RMS separation 0.2577
 worst reconstruction RMS error 2.7e-09
neglected effect: RMS entry error, largest phase error
 photon overlap 0.98: 0.0027, 0.37 deg
 mean pairs per pulse 0.01: 0.0025, 0.35 deg
 loss 0.1 dB in each MZI: 0.0000, 0.00 deg
 all heaters drift 0.5 K: 0.0164, 2.79 deg
 loss 0.1 dB in first and last MZI only: 6.4e-16
 10000 baseline coincidences: 0.00181, 0.296 deg (rms)
 1000000 baseline coincidences: 0.00017, 0.028 deg (rms)
shot-noise error ratio for 100 times more counts 10.34
PASS
```
